# The Hall factor of many-valley electrons in silicon and germanium

## Question

The conduction electrons of a cubic semiconductor occupy equivalent valleys, equally populated, with total density $n$. The electron charge is $-e$, with $e>0$. In one valley, with momentum $\mathbf p$ measured from the minimum,

$$\varepsilon=\tfrac12\,\mathbf p\cdot M^{-1}\mathbf p ,\qquad \mathbf v=M^{-1}\mathbf p ,$$

where $M$ has the eigenvalue $m_l$ along the valley axis and $m_t$ across it. The equilibrium occupation is $f_0(\varepsilon)$, with $f_0'=df_0/d\varepsilon$. Collisions relax a disturbance $f_1=(-f_0')\,\mathbf p\cdot\mathbf a(\varepsilon)$ according to

$$\left(\frac{\partial f}{\partial t}\right)_{\rm coll}=-(-f_0')\,\mathbf p\cdot\hat\tau^{-1}\mathbf a ,$$

where $\hat\tau(\varepsilon)$ has the eigenvalues $\tau_l$ and $\tau_t$ on the same axes as $M$. Motion is classical: Landau quantization is neglected.

**(a)** For weak $\mathbf E$ and arbitrary $\mathbf B$, find the equation obeyed by $\mathbf a$, and express the current of one valley through $\mathbf a$.

**(b)** To first order in $\mathbf B$, find the total current for valleys on the $\langle100\rangle$ axes and for valleys on the $\langle111\rangle$ axes.

**(c)** Define the Hall coefficient by $\mathbf E=\rho_0\mathbf j+R_H\mathbf B\times\mathbf j$ and write $R_H=-r/(ne)$. Find $r$. Show that it separates into an anisotropy factor $a(K)$ and an energy-averaging factor when $K=(m_l/m_t)(\tau_t/\tau_l)$ is independent of energy.

**(d)** Find the range of $a(K)$ for $K\ge1$. What does a single ellipsoidal valley give? What is $r$ in a strong field along $[001]$?

**(e)** Evaluate $a$ and $r$ for electrons in silicon ($\langle100\rangle$ valleys) and germanium ($\langle111\rangle$ valleys), taking $\hat\tau$ isotropic, $\tau\propto\varepsilon^{-1/2}$ and Boltzmann statistics. Use the rough measured masses $m_l=0.92$, $m_t=0.19$ for silicon and $m_l=1.6$, $m_t=0.082$ for germanium, in units of the free-electron mass $m_0$. For the chosen values $n=10^{16}\ \mathrm{cm^{-3}}$ and mean relaxation time $0.20$ ps, find the mobilities and $R_H$, and judge the assumptions.

## Model answers

### (a) One valley

The steady Boltzmann equation is

$$-e(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_p f=\left(\frac{\partial f}{\partial t}\right)_{\rm coll}.$$

Put $f=f_0+f_1$ and keep terms linear in $\mathbf E$. Since $\nabla_pf_0=f_0'\mathbf v$, the magnetic force does not act on $f_0$, and the electric force gives $-e\mathbf E\cdot\mathbf v f_0'=(-f_0')\,e\mathbf E\cdot\mathbf v$. For the disturbance,

$$\nabla_pf_1=(-f_0')\mathbf a+\mathbf v\left[\mathbf p\cdot\frac{d}{d\varepsilon}\big((-f_0')\mathbf a\big)\right].$$

The second term is parallel to $\mathbf v$ and vanishes in the product with $\mathbf v\times\mathbf B$. Dividing by $-f_0'$ leaves

$$e\mathbf E\cdot\mathbf v-e(\mathbf v\times\mathbf B)\cdot\mathbf a=-\mathbf p\cdot\hat\tau^{-1}\mathbf a .$$

Here $(\mathbf v\times\mathbf B)\cdot\mathbf a=\mathbf v\cdot(\mathbf B\times\mathbf a)=-\mathbf v\cdot(\mathbf a\times\mathbf B)$. On the right, $\mathbf p=M\mathbf v$ with $M$ symmetric. Thus

$$e\,\mathbf v\cdot(\mathbf E+\mathbf a\times\mathbf B)=-\mathbf v\cdot M\hat\tau^{-1}\mathbf a .$$

This must hold for every direction of $\mathbf v$ on the energy shell, while $\mathbf a$ depends on $\varepsilon$ alone. The vectors multiplying $\mathbf v$ are therefore equal, and

$$\boxed{\mathbf a=-\hat\mu(\mathbf E+\mathbf a\times\mathbf B),\qquad \hat\mu=e\hat\tau M^{-1}.}$$

The eigenvalues of $\hat\mu$ are $\mu_l=e\tau_l/m_l$ and $\mu_t=e\tau_t/m_t$.

The valley current, with two spin states and $h$ the Planck constant, is

$$\mathbf j_v=-e\,\frac{2}{h^3}\int d^3p\,(-f_0')\,\mathbf v\,(\mathbf p\cdot\mathbf a).$$

Write $\mathbf p=\sqrt{2\varepsilon}\,M^{1/2}\mathbf w$ with $\mathbf w$ a unit vector. Then $\mathbf v=\sqrt{2\varepsilon}\,M^{-1/2}\mathbf w$. The volume element is uniform in the directions of $\mathbf w$, whose average is $\overline{w_iw_j}=\delta_{ij}/3$, so $\overline{v_ip_j}=(2\varepsilon/3)\delta_{ij}$. With $2d^3p/h^3\to D\sqrt\varepsilon\,d\varepsilon$, where $D$ is a constant,

$$\mathbf j_v=-e\,\frac{2D}{3}\int_0^\infty\varepsilon^{3/2}(-f_0')\,\mathbf a\,d\varepsilon .$$

Integration by parts, with vanishing boundary terms, gives the valley density

$$n_v=D\int_0^\infty\sqrt\varepsilon f_0\,d\varepsilon=\frac{2D}{3}\int_0^\infty\varepsilon^{3/2}(-f_0')\,d\varepsilon .$$

Hence

$$\mathbf j_v=-en_v\langle\mathbf a\rangle,\qquad
\langle X\rangle=\frac{\int_0^\infty X\,\varepsilon^{3/2}(-f_0')\,d\varepsilon}{\int_0^\infty\varepsilon^{3/2}(-f_0')\,d\varepsilon}.$$

So the drift velocity of the valley is the weighted average $\langle\mathbf a\rangle$. The mean velocity of the electrons at one energy is $(2\varepsilon/3)(-f_0'/f_0)\,\mathbf a$, which in general differs from $\mathbf a$.

### (b) Sum over the valleys

At $\mathbf B=0$, $\mathbf a=-\hat\mu\mathbf E$. Inserting this in the magnetic term gives, to first order,

$$\mathbf a=-\hat\mu\mathbf E+\hat\mu[(\hat\mu\mathbf E)\times\mathbf B].$$

In the principal axes of $\hat\mu$, with eigenvalues $\mu_1,\mu_2,\mu_3$, the first component of the last term is

$$\mu_1(\mu_2E_2B_3-\mu_3E_3B_2)
=\mu_1\mu_2\mu_3\left(E_2\frac{B_3}{\mu_3}-E_3\frac{B_2}{\mu_2}\right).$$

The other components follow cyclically, so

$$\hat\mu[(\hat\mu\mathbf E)\times\mathbf B]=\mathbf E\times(\hat c\,\mathbf B),\qquad \hat c=\det(\hat\mu)\,\hat\mu^{-1}.$$

For a valley, $\det\hat\mu=\mu_l\mu_t^2$. The tensor $\hat c$ has the eigenvalue $\mu_t^2$ along the axis and $\mu_l\mu_t$, twice, across it. The valley current is

$$\mathbf j_v=en_v\big[\langle\hat\mu\rangle\mathbf E-\mathbf E\times\langle\hat c\rangle\mathbf B\big].$$

Both tensors have the form $A_t\mathbb 1+(A_l-A_t)\,\mathbf u\mathbf u^{T}$, where $\mathbf u$ is the unit vector of the valley axis. Their average over valleys needs only the average of $u_iu_j$.

- For the three $\langle100\rangle$ axes it is $\delta_{ij}/3$ by inspection. The two silicon valleys on each axis have the same tensor.
- For the four axes $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$, each divided by $\sqrt3$, every diagonal element is $1/3$. Each off-diagonal product is $+1/3$ for two axes and $-1/3$ for the other two, so it averages to zero.

In both cases the average tensor is $\tfrac13(A_l+2A_t)\mathbb 1$, one third of the trace. Therefore

$$\mathbf j=\sigma_0\mathbf E-\alpha\,\mathbf E\times\mathbf B,$$

$$\sigma_0=\frac{ne}{3}\langle\mu_l+2\mu_t\rangle,\qquad
\alpha=\frac{ne}{3}\langle\mu_t^2+2\mu_l\mu_t\rangle .$$

Equal population enters here. If strain populates the valleys unequally, the weighted average of $u_iu_j$ is in general no longer $\delta_{ij}/3$, and these isotropic expressions fail.

### (c) The Hall coefficient

Solve for the field: $\mathbf E=\mathbf j/\sigma_0+(\alpha/\sigma_0)\mathbf E\times\mathbf B$. In the term already linear in $\mathbf B$, replace $\mathbf E$ by $\mathbf j/\sigma_0$:

$$\mathbf E=\frac{\mathbf j}{\sigma_0}+\frac{\alpha}{\sigma_0^2}\,\mathbf j\times\mathbf B
=\frac{\mathbf j}{\sigma_0}-\frac{\alpha}{\sigma_0^2}\,\mathbf B\times\mathbf j .$$

Thus $R_H=-\alpha/\sigma_0^2$, negative for electrons and independent of the direction of $\mathbf B$ in this order. Since $r=-neR_H=ne\,\alpha/\sigma_0^2$,

$$r=\frac{3\langle\mu_t(\mu_t+2\mu_l)\rangle}{\langle\mu_l+2\mu_t\rangle^2}.$$

This holds even if $K=\mu_t/\mu_l$ varies with energy. If $K$ is constant, put $\mu_t=K\mu_l$. The numerator becomes $3K(K+2)\langle\mu_l^2\rangle$ and the denominator $(2K+1)^2\langle\mu_l\rangle^2$. As $\mu_l\propto\tau_l$,

$$\boxed{r=a(K)\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},\qquad a(K)=\frac{3K(K+2)}{(2K+1)^2}.}$$

Here $\tau$ may be $\tau_l$ or $\tau_t$, because their ratio is constant. $K$ equals the mass ratio $m_l/m_t$ only when $\tau_l=\tau_t$.

For strongly degenerate electrons, $-f_0'$ selects one energy, the second factor tends to 1, and $r\to a(K)$.

### (d) Range, single valley and strong field

Expanding the squares,

$$(2K+1)^2-3K(K+2)=K^2-2K+1=(K-1)^2,$$

so

$$a(K)=1-\left(\frac{K-1}{2K+1}\right)^2,\qquad
\frac{da}{dK}=-\frac{6(K-1)}{(2K+1)^3}.$$

The derivative uses $\frac{d}{dK}\frac{K-1}{2K+1}=\frac{3}{(2K+1)^2}$. For $K\ge1$, $a$ falls steadily from 1 at $K=1$ towards $3/4$ as $K\to\infty$, without reaching it.

**Single valley.** For constant $K$, write $\hat\mu=\tau(\varepsilon)\hat\nu$ with $\hat\nu$ independent of energy. The first-order current of a valley holding all $n$ electrons is

$$\mathbf j=ne\big[\langle\tau\rangle\hat\nu\mathbf E-\langle\tau^2\rangle\hat\nu\big((\hat\nu\mathbf E)\times\mathbf B\big)\big].$$

Multiply by $\hat\nu^{-1}$ and use the zero-field relation $\hat\nu\mathbf E=\mathbf j/(ne\langle\tau\rangle)$ in the magnetic term:

$$\mathbf E=\frac{\hat\nu^{-1}\mathbf j}{ne\langle\tau\rangle}-\frac{1}{ne}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\,\mathbf B\times\mathbf j .$$

The anisotropy factor is 1 for every $K$ and every field direction, although the zero-field resistivity is anisotropic. An ellipsoidal mass alone therefore does not reduce $r$. The reduction arises when the conductivities of differently oriented valleys are added: all valleys feel the same $\mathbf E$, but their drift velocities differ.

**Strong field.** Let $\mathbf B$ lie along $z=[001]$ and $\mathbf E$ be perpendicular to it. The equation of part (a) reads $\hat\mu^{-1}\mathbf a=-(\mathbf E+\mathbf a\times\mathbf B)$. Its $z$ component is $(\hat\mu^{-1}\mathbf a)_z=0$, which makes $a_z$ at most of the same order as the transverse part $\mathbf a_\perp$. The transverse components give $\mathbf a_\perp\times\mathbf B=-\mathbf E$ to leading order in $1/B$, with the solution

$$\mathbf a_\perp=\frac{\mathbf E\times\mathbf B}{B^2}.$$

This is the same for all valleys and energies. The component $a_z$ is proportional to the elements $(\hat\mu^{-1})_{zx}$ and $(\hat\mu^{-1})_{zy}$, divided by $(\hat\mu^{-1})_{zz}$. For $\langle111\rangle$ valleys the divisor is common to all and the off-diagonal elements sum to zero; for $\langle100\rangle$ valleys they vanish. The total current is thus $\mathbf j=-ne\,\mathbf E\times\mathbf B/B^2$. Then $\mathbf B\times\mathbf j=-ne\mathbf E$, or $\mathbf E=-\mathbf B\times\mathbf j/(ne)$, and $r\to1$. Neither the anisotropy factor nor the energy-averaging factor survives in this limit.

The classical limit requires $\mu B\gg1$ while $\hbar\omega_c$ stays well below $k_BT$, where $\mu$ is the drift mobility and $\omega_c$ the cyclotron frequency. The silicon example of part (e) does not meet both conditions at 300 K: for the valleys with their axis along $\mathbf B$, $\hbar\omega_c$ reaches $k_BT$ at about 42 T, where $\mu B$ is only about 6.

### (e) Silicon and germanium

With isotropic $\tau$, $K=m_l/m_t$:

$$K_{\rm Si}=\frac{0.92}{0.19}=4.84,\qquad K_{\rm Ge}=\frac{1.6}{0.082}=19.51 .$$

$$a_{\rm Si}=\frac{3(4.84)(6.84)}{(10.68)^2}=0.871,\qquad
a_{\rm Ge}=\frac{3(19.51)(21.51)}{(40.02)^2}=0.786 .$$

The third digit is kept for the arithmetic; the masses justify $0.87$ and $0.79$.

For Boltzmann statistics the weight is $\varepsilon^{3/2}e^{-\varepsilon/k_BT}$. In units of $k_BT$,

$$\langle\varepsilon^{-1/2}\rangle=\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi},\qquad
\langle\varepsilon^{-1}\rangle=\frac{\Gamma(3/2)}{\Gamma(5/2)}=\frac23 ,$$

$$\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}=1.178 .$$

Hence $r_{\rm Si}=0.871\times1.178=1.026$ and $r_{\rm Ge}=0.786\times1.178=0.926$. In this model the two factors nearly cancel in silicon, while in germanium the anisotropy outweighs the energy averaging. The numerical check obtains the same values of $r$ from velocity correlations along cyclotron orbits, without using the formula for $a(K)$.

The drift mobility is $\sigma_0/(ne)=e\langle\tau\rangle/m_c$, with $1/m_c=\tfrac13(1/m_l+2/m_t)$. The Hall mobility is $|R_H|\sigma_0$, which is $r$ times the drift mobility. With $1/(ne)=624.2\ \mathrm{cm^3/C}$:

| | Si | Ge |
|---|---|---|
| $m_c/m_0$ | 0.258 | 0.120 |
| drift mobility, cm²/(V s) | 1360 | 2930 |
| Hall mobility, cm²/(V s) | 1400 | 2720 |
| $R_H$, cm³/C | −640 | −578 |

The mobilities reflect the chosen common $\langle\tau\rangle$ and are not predictions for the two materials.

Setting $r=1$ in the analysis of a Hall measurement would return $n/r$: $9.75\times10^{15}\ \mathrm{cm^{-3}}$ for silicon and $1.08\times10^{16}\ \mathrm{cm^{-3}}$ for germanium. Relative to the chosen density, these model values are about 2.5% too low and 8% too high.

**Masses.** Lowering or raising $K$ by 5% changes $a$ to 0.875 or 0.866 in silicon, and to 0.788 or 0.784 in germanium. Germanium is less sensitive because $K\,da/dK=-6K(K-1)/(2K+1)^3$ is $-0.034$ there, against $-0.092$ in silicon.

**Isotropic relaxation.** If $\tau_l/\tau_t$ were 0.80 or 1.25, $a$ would be 0.851 or 0.892 in silicon, and 0.779 or 0.794 in germanium. In both materials this matters more than the 5% change in $K$ above, because these ratios change $K$ by 20 to 25%. If the ratio depends on energy, the general average in part (c) must replace the product.

**Energy dependence of $\tau$.** The factor 1.178 rests on $\tau\propto\varepsilon^{-1/2}$. If $\tau$ were independent of energy, this factor would be 1 and $r$ would equal $a$, about 0.87 in silicon and 0.79 in germanium. This change is larger than those from the masses or from $\tau_l/\tau_t$ above. The closeness of $r$ to 1 in silicon therefore depends on the assumed exponent. At 300 K phonons also scatter electrons between the silicon valleys, which this single power law leaves out. Emission of these phonons sets in above a threshold energy and shortens $\tau$ for fast electrons, which can raise $\langle\tau^2\rangle/\langle\tau\rangle^2$ above 1.178, so the omitted mechanisms do not all move $r$ the same way. The power law also leaves out ionized donors, which scatter slow electrons most strongly. These are the electrons with the longest $\tau$ in the present model, so donors can lower $\langle\tau^2\rangle/\langle\tau\rangle^2$ noticeably even where they reduce the mobility only a little. The values 1.026 and 0.926 are thus results of the model, not predictions for real silicon and germanium.

**Boltzmann statistics.** These require $n\ll 2g(2\pi m_dk_BT/h^2)^{3/2}$, where $g$ is the number of valleys (6 in silicon, 4 in germanium) and $m_d=(m_lm_t^2)^{1/3}$. At 300 K the right side is of order $10^{19}\ \mathrm{cm^{-3}}$ in both materials, far above the chosen $n$, so the assumption is sound there.

**Weak field.** At 0.1 T along $[001]$, solving the equation of part (a) without expanding in $\mathbf B$ changes $R_H$ by −0.04% in silicon and −0.06% in germanium, relative to the weak-field values. The first-order treatment is adequate for this example.

## Calculated quantities

```
Chosen electron density n = 1.0e+16 cm^-3
Chosen mean relaxation time <tau> = 0.20 ps
1/(n e) = 624.2 cm^3/C
<tau^2>/<tau>^2 for tau ~ eps^(-1/2) = 1.1781
Si: rough input masses m_l = 0.92 m0, m_t = 0.190 m0
Si: K for isotropic tau = 4.84
Si: anisotropy factor a = 0.871
Si: a for K 5% lower / higher = 0.875 / 0.866
Si: a for tau_l/tau_t = 0.80 / 1.25 = 0.851 / 0.892
Si: Hall factor r, formula = 1.026
Si: Hall factor r, orbit integral = 1.026
Si: conductivity mass = 0.258 m0
Si: drift mobility = 1362 cm^2/(V s)
Si: Hall mobility = 1397 cm^2/(V s)
Si: R_H = -640 cm^3/C
Si: density inferred with r = 1: 9.749e+15 cm^-3
Si: change of R_H at B = 0.1 T along [001] = -0.04 %
Ge: rough input masses m_l = 1.60 m0, m_t = 0.082 m0
Ge: K for isotropic tau = 19.51
Ge: anisotropy factor a = 0.786
Ge: a for K 5% lower / higher = 0.788 / 0.784
Ge: a for tau_l/tau_t = 0.80 / 1.25 = 0.779 / 0.794
Ge: Hall factor r, formula = 0.926
Ge: Hall factor r, orbit integral = 0.926
Ge: conductivity mass = 0.120 m0
Ge: drift mobility = 2933 cm^2/(V s)
Ge: Hall mobility = 2716 cm^2/(V s)
Ge: R_H = -578 cm^3/C
Ge: density inferred with r = 1: 1.080e+16 cm^-3
Ge: change of R_H at B = 0.1 T along [001] = -0.06 %
```
